# Higher modes in the relaxation of a half-hot, half-cold periodic cell

## The problem

In one form of nonequilibrium molecular dynamics, a periodic cell of length $L$ is prepared with one half hot and the other half cold, and is then left to itself. The difference between the mean temperatures of the two halves decays, and the thermal diffusivity $\alpha$ is read from the rate of decay. This is simplest when the decay is a single exponential. At the start it is not, because a sharp step contains many Fourier modes.

Take $0<x<L/2$ as the hot half and $L/2<x<L$ as the cold half. The temperature is uniform across the other two directions. Let $u(x,t)$ be the temperature minus its mean over the cell, so that $u=+D_0/2$ in the hot half and $u=-D_0/2$ in the cold half at $t=0$. Assume Fourier's law with constant conductivity and constant heat capacity:

$$\frac{\partial u}{\partial t}=\alpha\frac{\partial^2u}{\partial x^2}.$$

The measured quantity is

$$D(t)=\frac{2}{L}\left[\int_0^{L/2}u\,dx-\int_{L/2}^{L}u\,dx\right],\qquad D(0)=D_0 .$$

The fundamental decay time $\tau$ is the time in which the slowest mode falls by a factor $e$.

1. After what fraction of $\tau$ has the second contributing mode in $D$ fallen to one percent of the fundamental?
2. How far is the local decay rate of $D$ from $1/\tau$ at that moment, and when is it within one percent?
3. What are these times for a simulated silver lattice with $L\approx100$ nm?

## A first estimate by scaling

Diffusion over a distance $\ell$ takes a time proportional to $\ell^2/\alpha$. A mode with $n$ wavelengths in the cell therefore decays $n^2$ times faster than the fundamental.

The second contributing mode follows from a symmetry. A shift by $L/2$ exchanges hot and cold, so it reverses the sign of $u$. A mode with even $n$ is unchanged by this shift and cannot be part of the step. The next mode after $n=1$ is thus $n=3$, with decay rate $9/\tau$. Relative to the fundamental it falls as $e^{-8t/\tau}$.

Scaling does not give the starting weights. If they are taken as equal, the one-percent condition is $e^{-8t/\tau}=0.01$, or

$$\frac{t}{\tau}\approx\frac{\ln100}{8}=\frac{4.605}{8}\approx0.58 .$$

## The exact solution

**Decay of each mode.** Let $k=2\pi/L$. A periodic profile with zero mean can be written as

$$u=\sum_{n\ge1}\left[a_n(t)\cos(nkx)+b_n(t)\sin(nkx)\right].$$

Two derivatives in $x$ multiply each term by $-n^2k^2$. The heat equation then gives $\dot b_n=-\alpha n^2k^2b_n$, and the same for $a_n$. Hence

$$b_n(t)=b_n(0)e^{-n^2t/\tau},\qquad \tau=\frac{1}{\alpha k^2}=\frac{L^2}{4\pi^2\alpha}.$$

**Weights in the initial step.** Two integrals are needed:

$$\int_0^{L/2}\sin(nkx)\,dx=\frac{1-\cos n\pi}{nk},\qquad
\int_{L/2}^{L}\sin(nkx)\,dx=-\frac{1-\cos n\pi}{nk}.$$

The second has the opposite sign because the sine integrates to zero over the full cell. The projection of the step is

$$b_n(0)=\frac{2}{L}\,\frac{D_0}{2}\left[\frac{1-\cos n\pi}{nk}+\frac{1-\cos n\pi}{nk}\right]
=\frac{2D_0(1-\cos n\pi)}{nkL}.$$

Since $kL=2\pi$ and $\cos n\pi=(-1)^n$, this is $2D_0/(n\pi)$ for odd $n$ and zero for even $n$. The integral of $\cos(nkx)$ over either half is proportional to $\sin n\pi$ and vanishes, so $a_n(0)=0$.

**Weights in the measured difference.** Inserting $\sin(nkx)$ into the definition of $D$ gives

$$\frac{2}{L}\,\frac{2(1-\cos n\pi)}{nk}=\frac{2\left[1-(-1)^n\right]}{n\pi},$$

which is $4/(n\pi)$ for odd $n$ and zero for even $n$. Cosines again give zero. Therefore, for any periodic profile,

$$D=\frac4\pi\sum_{n\ \mathrm{odd}}\frac{b_n}{n}.$$

Even modes are excluded twice: the step does not contain them, and the half-cell difference would not register them. Combining the two weights gives

$$\frac{D(t)}{D_0}=\frac{8}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{e^{-n^2t/\tau}}{n^2}.$$

One factor $1/n$ comes from the step and the other from averaging over a half. At $t=0$ the sum is $\pi^2/8$, and $D=D_0$ as required.

**The crossing.** The ratio of the $n=3$ term to the $n=1$ term is

$$r(t)=\frac{e^{-9t/\tau}/9}{e^{-t/\tau}}=\frac19e^{-8t/\tau}.$$

It starts at 11.11% and falls steadily. Setting $r=1/100$ gives $e^{-8t/\tau}=9/100$, so

$$\boxed{\frac{t}{\tau}=\frac18\ln\frac{100}{9}=0.301}$$

This answers the first question. The rounded value 0.30 is good to two digits, but at $t/\tau=0.300$ the share is 1.008%, still slightly above the mark. At the crossing the $n=5$ term is 0.0029% of the fundamental, so $n=3$ is the main correction.

The result depends on the sharp step. For another initial profile with $b_3(0)/b_1(0)>0.03$, the same steps give $r=[b_3(0)/3b_1(0)]e^{-8t/\tau}$ and a crossing at $t/\tau=\frac18\ln[100\,b_3(0)/3b_1(0)]$. A purely sinusoidal start has no $n=3$ part and needs no waiting time.

## One percent in D is not one percent in the rate

Define the local decay rate $\Gamma=-\dot D/D$. Differentiating a term $e^{-n^2t/\tau}/n^2$ brings down $n^2/\tau$, which cancels its weight $1/n^2$:

$$\tau\Gamma=\frac{\sum_{\mathrm{odd}}e^{-n^2t/\tau}}{\sum_{\mathrm{odd}}e^{-n^2t/\tau}/n^2}.$$

Keep $n=1$ and $n=3$, and divide numerator and denominator by $e^{-t/\tau}$. In the numerator the $n=3$ term becomes $e^{-8t/\tau}=9r$; in the denominator it becomes $r$. Thus

$$\tau\Gamma\simeq\frac{1+9r}{1+r},\qquad \tau\Gamma-1\simeq\frac{8r}{1+r}.$$

At $r=0.01$ this gives $\tau\Gamma=1.079$; with the higher modes included the value is 1.080. A diffusivity taken from the local slope, $\Gamma L^2/4\pi^2$, would be 8% too high relative to $\alpha$.

For an error of one percent, $8r/(1+r)=0.01$. Multiplying out gives $8r=0.01+0.01r$, so $r=0.01/7.99$, or 0.125%. The corresponding time is

$$\frac{t}{\tau}=\frac18\ln\frac{1}{9r}=0.561 .$$

These figures refer to the slope at one instant. A fit over a time window combines slopes from different times and has a different error.

## The view from early times

The opposite limit gives a second route to $D$ and its decay rate at the crossing. The gradient $g=\partial u/\partial x$ also obeys the heat equation. Initially it consists of spikes of strength $+D_0$ and $-D_0$ in alternation, one at each interface, spaced by $L/2$. Each spike spreads as a Gaussian. At the interface $x=0$,

$$g(0,t)=\frac{D_0}{\sqrt{4\pi\alpha t}}\left[1-2e^{-(L/2)^2/4\alpha t}+\dots\right].$$

The second term comes from the two neighbouring interfaces. Because $\alpha t=(t/\tau)L^2/4\pi^2$, its exponent is $-\pi^2/(4t/\tau)$. At $t/\tau=0.301$ this is $-8.2$, and the neighbours reduce the gradient by only about 0.06%.

Drop that term. The hot half loses heat through two interfaces, so its mean temperature falls at the rate $2\alpha g/(L/2)=4\alpha g/L$. The cold half warms at the same rate, and

$$\dot D=-\frac{8\alpha}{L}g=-\frac{4D_0}{L}\sqrt{\frac{\alpha}{\pi t}} .$$

Integrating from zero, with $\int_0^t dt'/\sqrt{t'}=2\sqrt t$, gives

$$\frac{D}{D_0}\simeq1-\frac8L\sqrt{\frac{\alpha t}{\pi}}=1-\frac{4}{\pi^{3/2}}\sqrt{\frac t\tau}.$$

At the crossing this is $1-0.7183\times0.5486=0.6059$, the same to four digits as the full series. Differentiating the same formula gives $-\tau\dot D/D_0=(2/\pi^{3/2})/\sqrt{t/\tau}=0.655$, and dividing by $D/D_0$ gives $\tau\Gamma=0.655/0.606=1.08$, in agreement with the mode sum. The heat flow there is still almost that of separate interfaces, while $D$ is already within about one percent of its fundamental part. Both descriptions hold for $D$ at this time, but the single exponential is the poorer one for its slope.

## Comparison of the estimate with the exact result

The scaling estimate was 0.58 and the exact answer is 0.301. The estimate has the correct relative decay rate, $8/\tau$, but the wrong starting weight. The true weight of $n=3$ is $1/9$, which shortens the wait by

$$\frac{\ln9}{8}\approx0.275$$

in units of $\tau$. This accounts for the whole difference.

The estimate does answer another question. In $\dot D$ the factors $1/n^2$ cancel and all odd modes start with equal weight. The time $t/\tau=\ln100/8$ is therefore when the $n=3$ part of the heat flow, rather than of $D$, is one percent of the fundamental part. This is why it lies close to 0.561, the time at which the local rate is good to one percent.

## A simulated silver lattice

Consider classical molecular dynamics of silver near 300 K, with halves at 350 and 250 K. The cell has $250\times10\times10$ cubic cells with a rough lattice constant of 0.41 nm, so $L=250\times0.41=102.5$ nm. Each cubic cell holds four atoms, which makes 100000 atoms. The lattice conductivity is set to a rough 5 W/(m K).

In the classical harmonic limit each atom contributes $3k_B$ to the heat capacity:

$$C=\frac{4\times3k_B}{(0.41\ \mathrm{nm})^3}=2.40\times10^6\ \mathrm{J/(m^3\,K)}.$$

Dividing the conductivity by $C$ gives $\alpha=2.08\ \mathrm{nm^2/ps}$, and

$$\tau=\frac{(102.5)^2}{4\pi^2\times2.08}\ \mathrm{ps}\approx128\ \mathrm{ps}.$$

In the diffusion model, the $n=3$ share reaches one percent at $0.301\times128\approx39$ ps, and the local rate is within one percent of $1/\tau$ after $0.561\times128\approx72$ ps. At the first of these times the fundamental part of $D$ is 60.0 K and the $n=3$ part is 0.60 K.

**Thermal noise.** In a classical system each velocity component is Gaussian, and its square, divided by its mean, has variance 2. The kinetic temperature of a half with $N_h$ atoms averages $3N_h$ such squares, so its variance is $2T^2/3N_h$. For two independent halves the variances add:

$$\sigma_D=T\sqrt{\frac{4}{3N_h}} .$$

With $T=300$ K used for both halves and $N_h=50000$, $\sigma_D=1.55$ K. This is 2.6 times the $n=3$ part at the crossing, so a single snapshot cannot reveal that part. Averaging $M$ independent runs lowers the noise by $\sqrt M$; about seven runs bring it down to 0.60 K. The $n=3$ part itself does not average away.

**Sound waves.** The diffusion equation also leaves out thermal expansion. If the lattice spacing is the same in both halves at the start, the hot half is under higher pressure and begins to expand. This launches sound waves, which cool the material where it expands and warm it where it is compressed. With the elastic constants of silver, a linear estimate gives changes of a few kelvin in $D$, with a period of about 30 ps. This is more than the $n=3$ part at the crossing, and it can spoil the local decay rate even at 72 ps. The waves start in phase in every run, so averaging over runs does not remove them. A start with uniform stress, in which the hot half is already expanded and the cold half contracted, reduces them to roughly 0.1 K in $D$ in a linear estimate. Even these small waves change the instantaneous decay rate, in the same estimate without viscous damping, by about 7% through the fundamental alone and by up to about 30% with the higher modes included, so the rate should be averaged over time. With either start, diffusion is slow compared with sound, so the slow decay proceeds at nearly uniform stress. The heat capacity under that condition is slightly larger than $C$, which makes $\tau$ about 3 to 4% longer.

**Conductivity that varies with temperature.** If the conductivity varies as $1/T$ about its value at 300 K, a numerical solution with 200 mesh cells puts the crossing at $t/\tau=0.3029$. With constant conductivity the same mesh gives 0.3013, against the exact 0.3010. Both mesh values are about 0.0003 too high; the converged crossing with the $1/T$ conductivity is 0.3027. The variation thus delays the crossing by about 0.55%, a shift larger than the mesh error.

**Finite phonon mean free path.** Fourier's law requires carriers to scatter over distances short compared with the temperature pattern. A simple extension gives all phonons one speed $v$ and one relaxation time $\tau_p$. Let $f(x,\mu,t)$ be the energy carried in the direction whose cosine with the $x$ axis is $\mu$, and $\langle f\rangle$ its average over directions:

$$\frac{\partial f}{\partial t}+v\mu\frac{\partial f}{\partial x}=-\frac{f-\langle f\rangle}{\tau_p},\qquad \alpha=\frac{v^2\tau_p}{3}.$$

With a rough $v=2$ nm/ps and the same $\alpha$, the mean free path is $v\tau_p=3\alpha/v=3.1$ nm. Starting from equal energy in all directions, the crossing moves to 0.306 in units of the Fourier $\tau$, a delay of 1.5%. Real phonons have a range of mean free paths, and this estimate does not bound the effect of the longest ones.

The time for one percent in the local rate is more sensitive. Measured against $1/\tau$ and in units of the constant-diffusivity $\tau$, it is about 0.59 with the $1/T$ conductivity and about 0.60 with this finite mean free path, instead of 0.561. In the second case the late decay rate itself is 0.24% above $1/\tau$, and this offset accounts for almost all of the shift: the rate is within one percent of its own late value at 0.562.

**The real metal.** The assumption that real silver breaks most strongly is the absence of electrons. Its total conductivity is roughly 430 W/(m K), about 86 times the lattice value used here. Scaling $\alpha$ by this factor at fixed heat capacity would shorten $\tau$ from 128 ps to about 1.5 ps, but real silver would not follow this. The lattice holds nearly all the heat and must first pass it to the electrons. With a rough electron-phonon coupling $G=3.5\times10^{16}$ W/(m$^3$ K), this exchange takes about $C/G\approx69$ ps. The electrons have a small heat capacity, so the lattice can heat them in about 0.5 ps. If they even out their own temperature much faster than this, the rates of exchange and lattice conduction add, and the fundamental decays in roughly $1/(1/69+1/128)\approx45$ ps. This figure depends on $G$; with $G=2.5\times10^{16}$ W/(m$^3$ K) it is about 55 ps. The exchange rate does not grow as $n^2$: it is nearly the same for $n=1$ and $n=3$ and cancels in their ratio. The crossing therefore stays near 38 ps in this two-temperature picture, about 0.85 of the 45 ps decay time, and the ratio 0.301 does not apply there. Fourier's law is also doubtful for the electrons, whose mean free path of roughly 50 nm is longer than $L/2\pi\approx16$ nm. The times above describe heat diffusion in the simulated lattice, without the sound waves that a sudden step can launch. The ratio 0.301 carries over to any material and cell length for which the diffusion equation with constant $\alpha$ and the sharp, equal halves are good approximations. The numerical output gives the main values to more digits.

## Computed results

```
GENERAL RESULT
n=3 share at time zero: 11.11 %
crossing t/tau, formula: 0.30099
crossing t/tau, image solution: 0.30099
n=3 share at t/tau = 0.300: 1.008 %
n=5 share at crossing: 0.0029 %
D/D0 at crossing, series: 0.60590
D/D0 at crossing, images: 0.60590
local rate times tau at crossing, two modes: 1.0792
local rate times tau at crossing, images: 1.0799
n=3 share for 1% rate error: 0.1252 %
t/tau for 1% rate error, two modes: 0.5608
t/tau for 1% rate error, images: 0.5608
EXAMPLE: SILVER LATTICE, ROUGH INPUTS
lattice constant: 0.41 nm
cubic cells: 250 x 10 x 10
number of atoms: 100000
cell length L: 102.5 nm
hot and cold temperatures: 350 and 250 K
lattice conductivity: 5.0 W/(m K)
classical heat capacity: 2.404e+06 J/(m^3 K)
diffusivity: 2.080 nm^2/ps
fundamental decay time tau: 127.9 ps
crossing time: 38.5 ps
time for 1% rate error: 71.7 ps
fundamental part of D at crossing: 59.99 K
n=3 part of D at crossing: 0.600 K
NEGLECTED EFFECTS (t/tau uses the constant-diffusivity tau)
crossing t/tau, conductivity as 1/T: 0.3029
same mesh, constant conductivity: 0.3013
shift from 100 to 200 mesh cells: -0.00086
change of crossing, 1/T: 0.55 %
phonon speed: 2.0 nm/ps
phonon mean free path: 3.12 nm
phonon relaxation time: 1.56 ps
crossing t/tau, grey Boltzmann: 0.3056
change of crossing, Boltzmann: 1.54 %
Boltzmann crossing, path 20 times shorter: 0.30101
snapshot noise of D: 1.55 K
noise over n=3 part at crossing: 2.58
noise test, 200 atoms per half, formula: 24.49 K
noise test, 200 atoms per half, sampled: 24.62 K
rough total conductivity: 430 W/(m K)
total over lattice conductivity: 86
```
